# Step permeability and the velocity of a uniform step train, part 1

(Sections cited here and not found follow in the second part.)

## First half: the uniform train

### The physical situation

A crystal surface cut slightly away from a low-index plane consists of flat terraces separated by steps one layer high. Atoms that land on a terrace diffuse over it as adatoms. Some evaporate again; others reach a step and are built into the crystal, and the step advances. An adatom that reaches a step may also cross it and continue on the next terrace without being incorporated. A step that allows this is called permeable.

Crossing moves adatoms between terraces, so it might be expected to alter the rate at which steps collect them. For equally spaced steps that capture equally well from both sides it does not. The reason is that the adatom densities on the two sides of a step are equal, and this equality has to be proved. The proof also shows which assumptions carry the result.

### Assumptions and conventions

**A1. Geometry.** The steps are straight, parallel and separated by equal terraces of width $L$. The surface descends toward $+x$, so the lower terrace of a step lies on its right. Growth moves a step toward $+x$, and its velocity $V$ is then positive.

**A2. Terraces.** Adatoms arrive with flux $F$ per area and time, diffuse with coefficient $D$ and desorb after a mean lifetime $\tau$. Their density $c(x)$ is low enough for these processes to be linear in $c$.

**A3. Steps.** Let $c_+$ and $c_-$ be the densities at a step on its lower and upper side, and $c_{\rm eq}$ the density in equilibrium with it. The excess densities are
$$a=c_+-c_{\rm eq},\qquad b=c_--c_{\rm eq}.$$
The step captures $k_+a$ atoms per length and time from the lower terrace and $k_-b$ from the upper one, with $k_\pm\ge0$ and $k_++k_->0$. A negative value means emission. In addition, $p\,c_+$ atoms cross from the lower side to the upper and $p\,c_-$ cross back, with $p\ge0$. The coefficient is the same in both directions because at equilibrium, where both densities equal $c_{\rm eq}$, the two crossing rates must balance. The net crossing from the lower to the upper side is therefore $p(c_+-c_-)=p(a-b)$.

**A4. Quasi-static limit.** The density adjusts to the present step positions before the steps move appreciably. The time derivative of $c$ and the motion of the steps relative to the adatoms are neglected. There is no drift force on the adatoms.

**A5. Closure.** The density pattern repeats after some finite number $N$ of terraces. That it repeats after a single terrace will be proved.

On a terrace that begins at a step at $x=0$ and ends at the next step at $x=L$, particle balance reads
$$Dc''-\frac{c}{\tau}+F=0. \tag{1}$$
The diffusion current toward $+x$ is $-Dc'$. The current into the step at the left end is thus $+Dc'(0)$, and that into the step at the right end is $-Dc'(L)$. Each must supply capture and net crossing:
$$Dc'(0)=k_+a+p(a-b),\qquad -Dc'(L)=k_-b+p(b-a). \tag{2}$$
In the first equation $b$ belongs to the terrace behind the left step; in the second, $a$ belongs to the terrace beyond the right step.

If $\Omega$ is the area per atom in the added layer, then
$$V=\Omega(k_+a+k_-b). \tag{3}$$
The permeability is absent from (3), because an atom that leaves one side by crossing arrives at the other. This does not settle the question, since $a$ and $b$ may themselves depend on $p$.

### Lemma 1: the density is unique

**Lemma 1.** On a closed sequence of $N$ terraces, of equal or unequal widths, equations (1) and (2) have one solution.

**Proof.** Let $g$ be the difference of two solutions. The constants $F$ and $c_{\rm eq}$ cancel, so $Dg''=g/\tau$ on each terrace, and (2) holds with $a,b$ replaced by the end values $g_+,g_-$ of $g$. Multiply the terrace equation by $g$, integrate over a terrace of width $\ell$, and integrate the first term by parts:
$$D g(\ell)g'(\ell)-Dg(0)g'(0)=\int_0^\ell\left(Dg'^2+\frac{g^2}{\tau}\right)dx .$$
Add these equations for all terraces, and collect on the left the two end terms that belong to each step. By (2) they are
$$-g_+[k_+g_++p(g_+-g_-)]-g_-[k_-g_-+p(g_--g_+)]$$
$$=-k_+g_+^2-k_-g_-^2-p(g_+-g_-)^2 .$$
The left side of the sum is therefore not positive, while the right side is not negative. Both vanish. For finite $\tau$ this gives $g=0$ everywhere. For $\tau=\infty$ it first gives $g'=0$, so $g$ is constant on each terrace. Since $k_++k_->0$, each step has a side with positive attachment coefficient, where $g$ must vanish; the coefficients are the same at all steps, so each terrace has such an end and $g=0$ again.

The general solution of (1) has two constants per terrace, and (2) supplies two linear equations per terrace. For such a square system uniqueness implies existence. $\square$

For equal widths, shifting a solution by one terrace gives another solution. By Lemma 1 it is the same one, so all terraces carry the same profile. From here on $a$ and $b$ are the excess densities at the left and right ends of one and the same terrace.

### Theorem 1: symmetric attachment

**Theorem 1.** Assume A1 to A5 and $k_+=k_-=k>0$. Then $c_+=c_-$ at every step, and both the density profile and the velocity are independent of $p$ at fixed $k$.

**Proof.** Let $\tilde c(x)=c(L-x)$ be the profile reflected at the middle of the terrace. It satisfies (1), which contains only a second derivative. Its end values are interchanged, $\tilde a=b$ and $\tilde b=a$, and
$$D\tilde c'(0)=-Dc'(L)=kb+p(b-a)=k\tilde a+p(\tilde a-\tilde b).$$
The condition at the other end follows in the same way. The reflected profile solves the same problem, so Lemma 1 gives $\tilde c=c$, and hence $a=b$.

With $a=b$ the crossing terms in (2) vanish. The profile thus satisfies the equations for $p=0$, whose solution is unique. The profiles for all values of $p$ coincide with that one, and so do the velocities (3). $\square$

Adatoms still cross the steps: $p\,c_+$ go one way and $p\,c_-$ the other. The two streams are equal, and exchanging equal numbers of identical adatoms changes no density.

### Lemma 2: currents at the terrace ends

The value of the velocity, and its behaviour for unequal attachment, require the explicit solution. Define
$$\lambda=\sqrt{D\tau},\quad \Delta=F\tau-c_{\rm eq},\quad T=\frac D\lambda\tanh\frac{L}{2\lambda},\quad C=\frac D\lambda\coth\frac{L}{2\lambda}.$$
Here $\lambda$ is the diffusion length and $\Delta$ the excess density that a terrace without steps would have. Since $\tanh y<\coth y$ for $y>0$, one has $C>T$.

**Lemma 2.** If $J_+=Dc'(0)$ and $J_-=-Dc'(L)$, then
$$J_++J_-=T(2\Delta-a-b),\qquad J_+-J_-=C(b-a). \tag{4}$$

**Proof.** Write $c=F\tau-g$. Equation (1) becomes $-Dg''+g/\tau=0$, that is, $g''=g/\lambda^2$. The end values are $g_0=F\tau-c_{\rm eq}-a=\Delta-a$ and $g_L=\Delta-b$, so that
$$g(x)=\frac{g_0\sinh[(L-x)/\lambda]+g_L\sinh(x/\lambda)}{\sinh(L/\lambda)} .$$
Differentiation at both ends, with $J_+=-Dg'(0)$ and $J_-=Dg'(L)$, gives
$$J_+=\frac D\lambda\,\frac{g_0\cosh(L/\lambda)-g_L}{\sinh(L/\lambda)},\qquad J_-=\frac D\lambda\,\frac{g_L\cosh(L/\lambda)-g_0}{\sinh(L/\lambda)} .$$
The sum contains $(g_0+g_L)(\cosh z-1)/\sinh z$ and the difference $(g_0-g_L)(\cosh z+1)/\sinh z$, with $z=L/\lambda$. The half-angle formulas
$$\frac{\cosh z-1}{\sinh z}=\tanh\frac z2,\qquad \frac{\cosh z+1}{\sinh z}=\coth\frac z2,$$
together with $g_0+g_L=2\Delta-a-b$ and $g_0-g_L=b-a$, give (4). $\square$

### Theorem 2: the velocity for any attachment

Introduce means and half-differences,
$$s=\frac{a+b}2,\quad d=\frac{a-b}2,\quad K=\frac{k_++k_-}2,\quad \delta=\frac{k_+-k_-}2 .$$

**Theorem 2.** Under A1 to A5, with finite $\tau$,
$$V=\frac{2\Omega TK_{\rm eff}\Delta}{T+K_{\rm eff}},\qquad K_{\rm eff}=K-\frac{\delta^2}{C+K+2p}. \tag{5}$$
For $\Delta\ne0$ the velocity is independent of $p$ if and only if $k_+=k_-$. If $k_+\neq k_-$, then $|V|$ increases with $p$.

**Proof.** Insert $k_\pm=K\pm\delta$, $a=s+d$ and $b=s-d$. The products give
$$k_+a+k_-b=2Ks+2\delta d,\qquad k_+a-k_-b=2\delta s+2Kd .$$
The sum of the two conditions (2), combined with (4), is
$$2T(\Delta-s)=2Ks+2\delta d. \tag{6}$$
Their difference contains the crossing term $2p(a-b)=4pd$, so
$$-2Cd=2\delta s+2Kd+4pd\quad\Longrightarrow\quad (C+K+2p)\,d=-\delta s. \tag{7}$$
Eliminating $d$ from (6) gives $T(\Delta-s)=K_{\rm eff}s$, hence $s=T\Delta/(T+K_{\rm eff})$. Equation (3) is $V=\Omega(2Ks+2\delta d)=2\Omega K_{\rm eff}s$, which is (5). The denominator is positive: since $|\delta|\le K$ and $C>0$, one has $\delta^2/(C+K+2p)<K$, so $K_{\rm eff}>0$.

Differentiation gives
$$\frac{\partial V}{\partial p}=\frac{2\Omega T^2\Delta}{(T+K_{\rm eff})^2}\;\frac{2\delta^2}{(C+K+2p)^2}. \tag{8}$$
This has the sign of $\Delta$, which is also the sign of $V$, and it vanishes for $\delta=0$ alone. $\square$

For $\delta=0$, (7) again yields $d=0$, because its prefactor is positive. The velocity is then
$$V=\frac{2\Omega Tk\Delta}{T+k}. \tag{9}$$

**Why crossing matters for unequal attachment.** Let $k_+>k_-$ and $\Delta>0$. Equation (7) gives $d<0$: the upper side, where capture is slower, has the higher density. The net crossing carries adatoms to the side where capture is faster, and fewer of them desorb. As $p\to\infty$, $K_{\rm eff}\to K$, and the velocity approaches that of a symmetric step with the same mean coefficient.

**Limits of (9).** For fast attachment, $k\gg T$, the velocity tends to $2\Omega T\Delta$ and no longer depends on $k$. If the terraces are also much narrower than $\lambda$, then $T\to L/2\tau$ and diffusion drops out as well: the velocity is $\Omega L(F-c_{\rm eq}/\tau)$. For slow attachment, $k\ll T$, it tends to $2\Omega k\Delta$. For terraces much wider than $\lambda$, $T\to D/\lambda$, and each step collects the net flux $F-c_{\rm eq}/\tau$ of a strip of effective width $\lambda k/(k+D/\lambda)$ on either side. This width approaches $\lambda$ for fast attachment and is much smaller for slow attachment.

### Proposition 3: no desorption

**Proposition 3.** If $\tau=\infty$, then $V=\Omega FL$ for all $k_+$, $k_-$ and $p$, whether or not the densities at a step are equal.

**Proof.** Equation (1) is now $Dc''+F=0$. Integration over the terrace gives $Dc'(0)-Dc'(L)=FL$. By (2) the left side is $k_+a+k_-b$, and (3) gives $V=\Omega FL$. For the densities, note that $c'$ is linear in $x$, so $c(L)-c(0)=L[c'(0)+c'(L)]/2$. This is $J_+-J_-=(2D/L)(b-a)$, the second relation of (4) with $C=2D/L$. Equation (7) therefore holds with this $C$. Also $s\neq0$, since $s=0$ would imply $d=0$ and $V=0$. Hence $d\ne0$ whenever $\delta\ne0$. $\square$

Equal densities are thus sufficient for a velocity independent of $p$, but not necessary. Without desorption every deposited atom ends in some step, and conservation alone fixes the velocity. With desorption, the captured share of the deposited atoms depends on the adatom density, and in a uniform train the equality of densities is then what makes the velocity independent of $p$.

## Second half: the limits of the result and a worked example

### Symbols and results carried over

Terraces of width $L$ descend toward $+x$; $F$, $D$, $\tau$ and $\lambda=\sqrt{D\tau}$ are the flux, diffusion coefficient, adatom lifetime and diffusion length. At a step, $a$ and $b$ are the excesses of the adatom density over $c_{\rm eq}$ on the lower and upper side, $k_\pm$ the attachment coefficients there, and $p$ the permeability. The area per atom is $\Omega$, and $\Delta=F\tau-c_{\rm eq}$. With $T=(D/\lambda)\tanh(L/2\lambda)$ and $C=(D/\lambda)\coth(L/2\lambda)$, the diffusion currents $J_+$ and $J_-$ into the steps at the left and right end of a terrace obey
$$J_++J_-=T(2\Delta-a-b),\qquad J_+-J_-=C(b-a), \tag{10}$$
where $a$ and $b$ are the excesses at those ends. The density is unique, also for unequal terraces. For a uniform train with $k_+=k_-=k$, $a=b=s$ and
$$s=\frac{T\Delta}{T+k},\qquad V=2\Omega ks, \tag{11}$$
independently of $p$. For unequal attachment $k$ is replaced by $K_{\rm eff}=K-\delta^2/(C+K+2p)$, with $K$ the mean of $k_+$ and $k_-$ and $\delta$ half their difference.

For equally spaced steps, symmetric attachment makes the adatom densities on the two sides of a step equal and the velocity independent of permeability; with unequal attachment the velocity depends on permeability if adatoms desorb, but not if they do not. What remains is a numerical example and the limits of the result: what holding $k$ fixed means, unequal terrace widths, and moving steps and drifting adatoms.
